\section*{Cherenkov threshold of hafnia and gap readings at 200 keV}

\section*{Question}

I am trying to obtain the band gap of hafnia from low-loss electron spectra taken at 200 keV. The sample is a lamella roughly 50 nm thick, and my collection semi-angle is 5 mrad. I locate the onset of loss and call that energy the gap. A colleague objects that the beam emits Cherenkov light inside the oxide, so that loss starts below the gap, and says that I should work under some threshold voltage.

Taking a constant refractive index $n=2.1$, how do I calculate that threshold? I can write down $v>c/n$, but I do not see how this condition enters the energy-loss probability, or whether it means anything in a film thinner than the wavelength of the light. Are my 200 keV gaps wrong, and would going below the threshold repair them?

\section*{Answer}

\subsection*{The threshold}

Let an electron of total energy $W$ and momentum $p$ emit a photon of energy $E=\hbar\omega$ at angle $\theta$. In a transparent medium the photon carries momentum $nE/c$. Conservation of energy and momentum requires
\begin{align}
(W-E)^2&=p^2c^2-2pc\,nE\cos\theta+n^2E^2+m^2c^4 .
\end{align}
Subtracting $W^2=p^2c^2+m^2c^4$ leaves $-2WE+E^2=-2pc\,nE\cos\theta+n^2E^2$. Dividing by $2pc\,nE$ and using $pc/W=\beta=v/c$,
\begin{equation}
\cos\theta=\frac{1}{n\beta}+\frac{(n^2-1)E}{2n\,pc}.
\end{equation}
The last term is recoil. Without it, $\cos\theta\le1$ demands $\beta n\geq1$. At threshold $\beta=1/n$, and the kinetic energy is
\begin{equation}
T_{\rm th}=mc^2\left(\frac{1}{\sqrt{1-1/n^2}}-1\right).
\end{equation}
For $n=2.1$ the square root gives $\gamma=1.1372$, so $T_{\rm th}=0.1372\times511.0\ \mathrm{keV}=70.1$ keV.

Recoil raises $\beta$ at threshold by the fraction $\delta=(n^2-1)E/(2npc)$, to first order. Since $dT=mc^2\gamma^3\beta\,d\beta$ and $pc=\gamma\beta mc^2$, the threshold moves by $mc^2\gamma^3\beta^2\delta=\gamma^2\beta(n^2-1)E/(2n)$. Inserting $\beta=1/n$ and $\gamma^2=n^2/(n^2-1)$ turns this into $E/2$, or 2.5 eV for a 5 eV photon. Recoil can be dropped.

At 200 keV, $\beta=0.6953$ and $\beta n=1.460$: the beam is well above threshold, and the light leaves at $\arccos(1/1.460)=46.8^\circ$ to the beam.

\subsection*{How the condition enters the loss probability}

I use Gaussian fields varying as $e^{i\mathbf q\cdot\mathbf R-i\omega t}$, with $\mathbf q$ transverse to the beam direction $z$. Define $k=\omega/c$ and $w=\omega/v=k/\beta$. The medium is isotropic, non-magnetic and described by $\varepsilon(\omega)$. The electron's charge density $-e\,\delta(\mathbf R)\delta(z-vt)$ transforms to $\rho=-(e/v)e^{iwz}$, with current $v\rho$ along $z$.

In the gauge $\nabla\cdot\mathbf A+(\varepsilon/c)\partial_t\phi=0$, Maxwell's equations separate into
\begin{equation}
D\phi=\frac{4\pi\rho}{\varepsilon},\qquad D A_z=\frac{4\pi v\rho}{c},\qquad D=q^2+w^2-\varepsilon k^2 .
\end{equation}
The field along the path is $E_z=-iw\phi+ikA_z$. Since $k\beta=w\beta^2$,
\begin{equation}
E_z=\frac{4\pi i w\rho}{D}\left(\beta^2-\frac1\varepsilon\right).
\end{equation}

The force is $-eE_z$, so the electron loses $e\int dz\,E_z$, evaluated at $t=z/v$. Combining positive and negative frequencies, which are complex conjugates, gives
\begin{equation}
\text{loss}=e\int_0^\infty\frac{d\omega}{\pi}\int\frac{q\,dq}{2\pi}\,\mathrm{Re}\int dz\,E_z e^{-iwz}.
\end{equation}
This equals $\int dE\,E\,P(E)$, where $P$ is the loss probability per unit energy. Write $E_z=-(4\pi e/v)\mathcal E_z$ and $e^2=\alpha\hbar c$. Then
\begin{equation}
P=-\frac{2\alpha}{\pi\beta E}\,\mathrm{Re}\int q\,dq\int dz\,\mathcal E_z e^{-iwz}.
\label{P}
\end{equation}
In the bulk, $\mathcal E_z e^{-iwz}=iw(\beta^2-1/\varepsilon)/D$. With $-\mathrm{Re}(iX)=\mathrm{Im}X$ and $w/E=1/(\hbar c\beta)$,
\begin{equation}
\frac{dP}{dz}=\frac{2\alpha}{\pi\hbar c\beta^2}\int q\,dq\,\mathrm{Im}\frac{\beta^2-1/\varepsilon}{q^2+w^2-\varepsilon k^2}.
\label{bulk}
\end{equation}

Below the gap $\varepsilon=n^2$ is real, apart from the infinitesimal positive imaginary part that a passive medium has. The denominator is then $q^2-q_C^2-i0$, where
\begin{equation}
q_C^2=k^2\left(n^2-\frac1{\beta^2}\right).
\end{equation}
If $\beta n<1$, $q_C^2$ is negative, the denominator never vanishes and there is no loss. If $\beta n>1$, use $\mathrm{Im}\,(x-i0)^{-1}=\pi\delta(x)$ and $\int q\,dq\,\delta(q^2-q_C^2)=1/2$. The result is the Frank--Tamm rate,
\begin{equation}
\frac{dP}{dz}=\frac{\alpha}{\hbar c}\left(1-\frac1{n^2\beta^2}\right).
\end{equation}
At 200 keV the bracket is 0.531. With $\alpha/\hbar c=3.70\times10^{-5}$ eV$^{-1}$nm$^{-1}$, the rate is $1.96\times10^{-5}$ eV$^{-1}$nm$^{-1}$. For constant $n$ it does not depend on $E$, so it forms a flat pedestal.

The aperture does not remove it. The beam is deflected by $q_C$ divided by the electron wavevector, which is 15 microradians for a 5 eV loss, far inside 5 mrad. Resolving this angle needs a comparably small convergence angle; a diffraction-limited probe would then be about 100 nm wide. Excluding the loss is easier, because it is confined to $q<nk$: a detector that avoids the direct beam by much more than 15 microradians does not collect it. In the slab model below, at 200 keV and 50 nm, a 0.5 mrad convergence (a 3 nm probe) with collection from 1 to 5 mrad leaves no sub-gap loss. With the fit described below it reads 5.50 eV, within 0.03 eV of the unretarded on-axis reading of 5.47 eV. It keeps about a quarter of the unretarded interband signal, which is 4 to 7\% of what the on-axis aperture records between 6.7 and 7.5 eV. This assumes single scattering; elastic scattering carries electrons that have emitted light back into such a detector.

\subsection*{A lamella instead of an infinite medium}

At 5 eV the wavelength inside the oxide is 118 nm, longer than your lamella is thick. The two surfaces therefore belong in the calculation. Let the slab occupy $0<z<t$, in vacuum, with the beam at normal incidence.

Take $x$ along $\mathbf q$. Scale all fields by $-4\pi e/v$, and define $\mathcal H=H_y/k$. The potentials above give the electron's own fields as $e^{iwz}$ times
\begin{equation}
\mathcal H=-\frac{iq}{wD},\qquad \mathcal E_x=-\frac{iq}{\varepsilon D}.
\end{equation}
To these add source-free waves $\mathcal H\propto e^{\pm i\kappa z}$, where $\kappa=\sqrt{\varepsilon k^2-q^2}$ with $\mathrm{Im}\,\kappa\geq0$. From $\nabla\times\mathbf H=-i\varepsilon k\mathbf E$ they have $\mathcal E_x=\pm\kappa\mathcal H/\varepsilon$ and $\mathcal E_z=-q\mathcal H/\varepsilon$. The added magnetic fields are
\begin{equation}
\begin{aligned}
&a e^{-i\kappa_0z} &&(z<0),\\
&b e^{i\kappa z}+d e^{i\kappa(t-z)} &&(0<z<t),\\
&g e^{i\kappa_0(z-t)} &&(z>t),
\end{aligned}
\end{equation}
where the subscript 0 denotes vacuum. Set $u=e^{i\kappa t}$, $f=e^{iwt}$, and
\begin{equation}
\Delta_H=-\frac{iq}{w}\left(\frac1D-\frac1{D_0}\right),\qquad
\Delta_E=-iq\left(\frac1{\varepsilon D}-\frac1{D_0}\right).
\end{equation}
Continuity of $\mathcal H$ and $\mathcal E_x$ at the two faces reads
\begin{align}
a&=b+ud+\Delta_H, & -\kappa_0a&=\frac{\kappa}{\varepsilon}(b-ud)+\Delta_E,\\
g&=ub+d+f\Delta_H, & \kappa_0g&=\frac{\kappa}{\varepsilon}(ub-d)+f\Delta_E .
\end{align}
Substitute $a$ and $g$ into the right-hand equations. With $S=\kappa_0+\kappa/\varepsilon$ and $M=\kappa_0-\kappa/\varepsilon$,
\begin{align}
Sb+Mu\,d&=r_1=-(\Delta_E+\kappa_0\Delta_H),\\
Mu\,b+Sd&=r_2=f(\Delta_E-\kappa_0\Delta_H),
\end{align}
and hence
\begin{equation}
b=\frac{Sr_1-Mu\,r_2}{S^2-M^2u^2},\qquad d=\frac{Sr_2-Mu\,r_1}{S^2-M^2u^2}.
\end{equation}

Now integrate $\mathcal E_ze^{-iwz}$ over the whole path. The electron's own vacuum field gives an imaginary result and drops out of the real part. The rest consists of exponentials, with infinitesimal damping at infinity:
\begin{equation}
\begin{aligned}
I(q)={}&\frac{itw}{D}\left(\beta^2-\frac1\varepsilon\right)
-q\left[\frac{ia}{\kappa_0+w}+\frac{ig}{f(\kappa_0-w)}\right]\\
&-\frac q\varepsilon\left[b\,\frac{u/f-1}{i(\kappa-w)}+d\,\frac{u-1/f}{i(\kappa+w)}\right].
\end{aligned}
\end{equation}
The probability is $P=-(2\alpha/\pi\beta E)\,\mathrm{Re}\int q\,dq\,I(q)$, up to the aperture limit.

The first term is the bulk loss, but the others do not simply add to it. For real $\varepsilon$ they cancel its pole at $q_C$; at 200 keV, 5 eV and 50 nm they contribute $-7.81\times10^{-4}$ eV$^{-1}$ against $9.82\times10^{-4}$ from the first term. What remains below the gap is light radiated into vacuum ($q<k$) and light trapped in the slab. The cone at $46.8^\circ$ lies beyond the critical angle of $28.4^\circ$, so in a thick slab the Cherenkov loss is itself trapped light: 96\% of the total at 1000 nm. The trapped light goes into guided modes, which are the zeros of $S^2-M^2u^2$ with $k<q<nk$. A little absorption moves those zeros above the real $q$ axis, so the integral can be taken along a path just below it.

Neither radiation into vacuum nor a guided mode requires $\beta n>1$. The factor $(u/f-1)/(\kappa-w)$ shows why: away from phase matching $\kappa=w$ it does not vanish. For real $\kappa$ its size is at most $2/|\kappa-w|$, whatever the thickness. Below threshold the two faces therefore give a loss that levels off as $t$ grows; steady growth in proportion to $t$ needs $\kappa=w$ to be reachable. Just under threshold the bound is large and is reached only in thick slabs: at 69 keV and 5 eV the loss rises from $1.6\times10^{-4}$ eV$^{-1}$ at 50 nm to about $7\times10^{-4}$ eV$^{-1}$ beyond 3000 nm. For constant $n$ and 5 eV, the 60 keV loss is $1.60\times10^{-4}$ eV$^{-1}$ at 50 nm and $1.48\times10^{-4}$ eV$^{-1}$ at 1000 nm. At 50 nm over 90\% of it goes into the single guided mode, which has $\kappa=1.70k$ and slips about 0.11 cycle against the electron across the slab. A small slip does not by itself mean strong coupling: at 200 keV the same mode slips only 0.05 cycle, yet takes about 5\% of the loss, the rest being radiated into vacuum.

Two limits check the formula. For a thick slab, the growth of $P$ with $t$ should approach the bulk rate. Between 3000 and 6000 nm it is $1.963\times10^{-5}$ eV$^{-1}$nm$^{-1}$ at 200 keV, against 1.964 from Frank--Tamm, and it vanishes to the printed digits at 40 keV. If instead $c\to\infty$ at fixed $v$, then $k\to0$ and both radiation and guided light disappear. With real positive $\varepsilon$ nothing is left to take up energy, so the sub-gap loss is zero. All loss below the gap in this model is thus a retardation effect.

For constant $n=2.1$ and $E=5$ eV, the loss in units of $10^{-4}$ eV$^{-1}$ is:
\begin{center}
\begin{tabular}{rcccc}
$t$ (nm) & 200 keV & 60 keV & 30 keV & bulk, 200 keV\\
20 & 1.18 & 0.68 & 0.58 & 3.93\\
50 & 2.01 & 1.60 & 1.28 & 9.82\\
200 & 31.7 & 1.42 & 0.99 & 39.3\\
1000 & 191 & 1.48 & 0.95 & 196
\end{tabular}
\end{center}
At 200 nm and above, the threshold separates the beams clearly: the 200 keV loss grows with thickness, while the other two stay near $10^{-4}$ eV$^{-1}$. At 50 nm the separation is nearly gone. The 200 keV loss is a fifth of the bulk estimate, and the 60 keV loss is 80\% of the 200 keV one.

\subsection*{The index is not constant}

The real part of the permittivity follows from the absorption $\varepsilon_2$ through the Kramers--Kronig relation
\begin{equation}
\varepsilon_1(E)=1+\frac2\pi\,\mathcal P\!\int_{E_g}^\infty\frac{x\,\varepsilon_2(x)}{x^2-E^2}\,dx .
\end{equation}
For $E<E_g$ the integrand is positive and grows with $E$, so the index must rise towards the gap. To size this I take a Tauc--Lorentz absorption above $E_g$,
\begin{equation}
\varepsilon_2=\frac{A E_0C(E-E_g)^2}{E\left[(E^2-E_0^2)^2+C^2E^2\right]},
\end{equation}
with $E_g=5.7$, $E_0=8.5$ and $C=4.0$ eV. Requiring $n=2.1$ at 2 eV fixes $A=305.5$ eV. The index is then 2.34 at 5 eV and 2.49 at the gap.

With the index at the gap, the bulk threshold falls from 70 to 47 keV. This value depends on the model: if a constant background of 2 to 3 replaces the 1 in $\varepsilon_1$, with $n=2.1$ at 2 eV kept, the threshold is 52 to 58 keV. A 60 keV beam, safe by the constant-index estimate, has $\beta n=0.446\times2.49=1.11$ there and does emit. At 30 keV, $\beta n=0.328\times2.49=0.82$, which is still below threshold.

\subsection*{What happens to the gap reading}

Just above the gap, $\varepsilon_2\propto(E-E_g)^2$. Without retardation the loss follows the same law, so a line through $\sqrt P$ should reach zero near $E_g$. I fit that line from 6.2 to 7.2 eV, either to the raw loss or after subtracting the mean loss between 4.5 and 5.5 eV. The known gap of the model is 5.7 eV. Both readings are in eV, with the aperture held at 5 mrad:
\begin{center}
\begin{tabular}{lcccc}
 & \multicolumn{2}{c}{50 nm} & \multicolumn{2}{c}{200 nm}\\
beam & raw & subtracted & raw & subtracted\\
200 keV & 4.00 & 4.57 & $-1.22$ & 4.73\\
60 keV & 5.41 & 5.69 & 4.87 & 5.04\\
30 keV & 5.40 & 5.63 & 5.47 & 5.52\\
200 keV, no retardation & 5.47 & 5.47 & 5.47 & 5.47
\end{tabular}
\end{center}

The last row shows the error of the fit itself, $-0.23$ eV. It arises because the factor multiplying $(E-E_g)^2$ varies across the fitting window. The effect of retardation should be judged against 5.47, not 5.7. At 200 keV and 50 nm it is $-1.5$ eV for the raw reading and $-0.9$ eV after subtraction. These sizes depend on the model: with a constant background of 2 to 3 in $\varepsilon_1$ they become $-1.2$ to $-1.0$ eV and $-0.7$ to $-0.45$ eV. They also depend on the fit: for windows between 5.9 and 7.5 eV, and lines through $\sqrt P$ or through $P$, the raw shift runs from $-0.7$ to $-2.0$ eV and the subtracted one from $-0.4$ to $-1.3$ eV. At 200 nm the raw reading is negative and has no meaning as a gap.

Subtracting a constant does not cure the spectrum, because the retarded loss is not constant. At 200 keV and 50 nm it rises from 2.8 to $4.5\times10^{-4}$ eV$^{-1}$ between 5.0 and 5.6 eV, still below the gap. Retardation also continues above the gap: at 6.7 eV the full loss is $14.9\times10^{-4}$ eV$^{-1}$, against 2.6 without retardation. A background fitted below the onset cannot know about that part.

The subtracted reading of 5.69 eV at 60 keV and 50 nm looks excellent, but it is not evidence of a sound method. The fit error and the effect of retardation happen to cancel, and at 200 nm the same procedure gives 5.04 eV.

At 30 keV a thicker lamella gives the cleaner onset. The loss at 5.0 eV, divided by that at 7.5 eV, falls from $1.34/20.1=7\%$ at 50 nm to $1.04/74.7=1.4\%$ at 200 nm. The sub-gap part stays of the same size while interband loss accumulates. At 200 keV the ratio goes the other way, from 13\% to 64\%. These ratios assume one scattering event on a straight path, which hafnia does not allow at 30 keV. Rough estimates give an elastic mean free path of 5 to 13 nm, depending on the atomic screening model, with a characteristic angle near 90 mrad, and an inelastic one near 40 nm. A 50 nm lamella is then four to ten elastic paths thick, and at 200 nm almost no unscattered beam reaches a 5 mrad aperture. The 30 keV rows show the effect of retardation alone, not a measurable spectrum. The other rows share this limit to a lesser degree. Estimates of the same kind give elastic paths of 9 to 19 nm at 60 keV and 18 to 37 nm at 200 keV, so even your 50 nm lamella at 200 keV is one to three paths thick.

\subsection*{Your sample and a real gate stack}

An index near 2.1 in the visible and a gap between 5 and 6 eV are rough typical values for hafnia films; the Tauc--Lorentz width and peak are model choices. The lamella here is free-standing. In a gate-stack cross-section the beam instead runs parallel to the interfaces of a film perhaps 5 nm wide. At 200 keV and 5.7 eV, $v/\omega=24$ nm; the electron's field decays sideways over $\gamma v/\omega=34$ nm in vacuum, and in a medium with $\beta n>1$ it does not decay exponentially at all, so the neighbouring layers are sampled too. Silicon, with a rough infrared index of 3.5, has a threshold of 22 keV, so even a 30 keV beam can emit there. Near 5 eV silicon absorbs, and a transparent-medium threshold no longer describes it. The broken assumption is the absence of side interfaces. For near-infrared losses, the silicon lowers the smallest bulk threshold in the specimen to about 22 keV, and further in the visible, where its index is larger. Near the hafnia gap no single threshold applies, and the shift of the gap reading requires a calculation for the actual stack.

The model also omits the zero-loss tail, defect absorption and surface layers, all of which can add signal below the gap. Good energy resolution shifts this fit only slightly: a Gaussian width of 0.5 eV (full width at half maximum) moves the unretarded 200 nm reading by $-0.05$ eV. A width of 1 eV moves the 50 nm readings at 200 and 30 keV by $-0.14$ to $-0.30$ eV.

So your 200 keV onsets should not be reported as gaps. A better route is to fit the spectra with a retarded calculation that includes the measured thickness and the true geometry. For noise-free single-scattering spectra of this model at 50 nm, a fit of the four Tauc--Lorentz parameters from 4.0 to 7.6 eV returns 5.70 eV with exact inputs. It returns about 5.5 and 5.7 eV with the thickness 10\% low or high, and about 5.8 eV if a true background of 2.5 in $\varepsilon_1$ is fitted as 1. As far as retardation alone goes, 30 keV is the better of the low voltages considered here: it stays below the bulk threshold up to the gap, and at 50 and 200 nm its readings lie within 0.2 eV of the unretarded ones. That margin does not hold from 20 to 40 nm: the raw reading is 0.54 eV low at 30 nm and the subtracted one 0.26 eV high at 40 nm. At 30 nm the raw shift is no smaller below the threshold than above it: $-0.52$, $-0.65$ and $-0.54$ eV at 200, 60 and 30 keV. At 10 nm it falls from $-0.73$ to $-0.27$ and $-0.15$ eV. Since strong elastic scattering at 30 keV calls for thin samples, going below the threshold reduces the artefact at most of the thicknesses considered, not at all of them, and does not remove the need for a retarded fit. Repeating the measurement at other thicknesses is a one-sided check. An interband onset should stay put, so a shift exposes an artefact, but agreement does not exclude one: the subtracted 200 keV readings are 4.57 and 4.73 eV at 50 and 200 nm, and 5.21 and 5.22 eV at 10 and 20 nm. The numerical output below lists the constant-index loss at further thicknesses and the dispersive loss values at 50 and 200 nm.

\section*{Numbers as computed}
\begin{verbatim}
index n = 2.1; model gap = 5.7 eV; aperture = 5 mrad
electron rest energy = 510.999 keV
threshold speed 1/n = 0.4762 c
threshold gamma = 1.13721
bulk Cherenkov threshold = 70.12 keV
threshold shift by recoil at 5.0 eV = 2.50 eV
beam 200 keV: beta = 0.6953, beta*n = 1.4602
beam 60 keV: beta = 0.4462, beta*n = 0.9371
beam 30 keV: beta = 0.3284, beta*n = 0.6896
Cherenkov angle of light, 200 keV = 46.78 deg
Frank-Tamm factor, 200 keV = 0.5310
Frank-Tamm rate, 200 keV = 1.964 x 1e-5 /(eV nm)
same from slab growth = 1.963 x 1e-5 /(eV nm)
slab growth at 40 keV = -0.000 x 1e-5 /(eV nm)
electron deflection at 5.0 eV = 15.48 microrad
probe size for that convergence = 99 nm
light wavelength in film at 5.0 eV = 118.1 nm
Loss at 5.0 eV, constant n, in 1e-4 /eV:
t (nm): 200 keV, 60 keV, 30 keV; bulk rate times t at 200 keV
20: 1.177, 0.682, 0.583; 3.927
50: 2.011, 1.603, 1.277; 9.818
100: 8.276, 1.224, 0.948; 19.636
200: 31.697, 1.417, 0.989; 39.272
500: 91.580, 1.956, 0.932; 98.179
1000: 190.741, 1.482, 0.945; 196.359
Tauc-Lorentz peak, width = 8.5, 4.0 eV; strength = 305.5 eV
model index at 2.0 eV = 2.1; at 5 eV = 2.343; at gap = 2.491
bulk threshold with index at gap = 46.9 keV
Dispersive slab: loss at 5.0, 5.6, 6.7, 7.5 eV in 1e-4 /eV;
gap read raw, and after pedestal subtraction, in eV (nan = none)
50 nm, 200 keV: 2.757, 4.528, 14.921, 22.049; 4.00, 4.57
50 nm, 60 keV: 1.362, 0.481, 7.265, 16.797; 5.41, 5.69
50 nm, 30 keV: 1.335, 0.656, 8.660, 20.119; 5.40, 5.63
50 nm, 200 keV unretarded: 0.000, 0.000, 2.588, 6.200; 5.47, 5.47
200 nm, 200 keV: 47.083, 51.173, 63.613, 73.306; -1.22, 4.73
200 nm, 60 keV: 3.223, 5.361, 38.809, 68.618; 4.87, 5.04
200 nm, 30 keV: 1.039, 1.218, 30.799, 74.703; 5.47, 5.52
200 nm, 200 keV unretarded: 0.000, 0.000, 8.802, 21.157; 5.47, 5.47
unretarded reading shift by 0.5 eV resolution = -0.051 eV
field range v/omega at gap = 24.1 nm; gate film = 5 nm
silicon threshold, rough infrared n = 3.5: 22.2 keV
\end{verbatim}
